# Charge pumped by a sliding sinusoidal potential with filled bands

## Problem

Electrons of mass \(m\) move in one dimension in the potential

\[
V(x-X)=V_0\cos\frac{2\pi (x-X)}{a},\qquad V_0\neq 0 .
\]

They do not interact, and one spin state is considered. At first \(X=0\), the lowest \(n\) bands are full and all higher bands are empty. Each of these \(n\) bands is separated by a gap from its neighbours. The potential is then slid by one period, from \(X=0\) to \(X=a\), in a time \(T\). The displacement is a smooth function of \(t/T\), and both \(\dot X\) and \(\ddot X\) vanish at the two ends.

(a) Express the number of electrons that cross a fixed plane through the mean velocities of the Bloch electrons.

(b) By going to the frame of the potential, show that this number tends to \(n\) as \(T\to\infty\).

(c) Derive the same current in the laboratory frame, show that it is governed by a Berry curvature in the \((k,X)\) plane, and find the Chern number of each band.

(d) For \(a=1\) nm, \(V_0=2\) eV and \(n=2\), examine how slow the slide has to be.

## Solution

### (a) From velocities to a number of electrons

The potential has period \(a\) at every instant, so the wavevector \(k\) of a state \(\psi=e^{ikx}u(x,t)\) is conserved. The periodic factor \(u\) obeys

\[
i\hbar\,\partial_t u=H_k u,\qquad H_k=\frac{(p+\hbar k)^2}{2m}+V(x-X),\qquad p=-i\hbar\,\partial_x .
\]

With \(u\) normalized over one cell, the mean velocity is \(\langle v\rangle=\langle u|(p+\hbar k)|u\rangle/m\).

On a ring of length \(L\) the allowed \(k\) are spaced by \(2\pi/L\). A full band has \(k\) running over a zone of width \(b=2\pi/a\), which gives \(L/a\) states, or one electron per cell. Its number current, averaged over a cell and counted positive along \(+x\), is

\[
J=\frac1L\sum_k\langle v\rangle_k\;\longrightarrow\;\int_{\rm zone}\frac{dk}{2\pi}\,\langle v\rangle_k .
\]

The local current \(j(x,t)\) can differ from this average. Integrating the continuity equation \(\partial_t\rho+\partial_x j=0\) over the slide gives

\[
\frac{\partial}{\partial x}\int_0^T j\,dt=-\left[\rho(x,T)-\rho(x,0)\right].
\]

If the electrons end in the same filled bands, the right side is zero, because \(V(x-a)=V(x)\). The number crossing a plane is then the same for every plane and equals the cell average,

\[
N=\sum_{j=1}^{n}\int_0^T J_j\,dt .
\]

### (b) The frame of the potential

Write \(u(x,t)=w(y,t)\) with \(y=x-X(t)\). The chain rule gives

\[
i\hbar\,\partial_t u=i\hbar\,\partial_t w-i\hbar\dot X\,\partial_y w=i\hbar\,\partial_t w+\dot X\,p\,w ,
\]

so that

\[
i\hbar\,\partial_t w=\left[\frac{(p+\hbar k)^2}{2m}-\dot X p+V(y)\right]w .
\]

To complete the square, expand

\[
\frac{(p+\hbar k-m\dot X)^2}{2m}=\frac{(p+\hbar k)^2}{2m}-\dot X(p+\hbar k)+\frac{m\dot X^2}{2}.
\]

With \(\kappa=k-m\dot X/\hbar\) the equation becomes

\[
i\hbar\,\partial_t w=\left[\frac{(p+\hbar\kappa)^2}{2m}+V(y)+\hbar k\dot X-\frac{m\dot X^2}{2}\right]w .
\]

The last two terms are numbers and change only the phase of \(w\). The electron therefore sees a static lattice, while its wavevector obeys \(\hbar\dot\kappa=-m\ddot X\), which is the inertial force. Since \(p+\hbar k=(p+\hbar\kappa)+m\dot X\),

\[
\langle v\rangle=\dot X+\frac{\langle w|(p+\hbar\kappa)|w\rangle}{m}.
\]

Up to this point nothing has been approximated.

**Following the band.** Let \(|j\rangle\) be the eigenstates of a Hamiltonian that depends on a slowly varying parameter \(\lambda\). To first order in \(\dot\lambda\) the state is \(e^{i\theta}\big(|j\rangle+\sum_{l\neq j}a_l|l\rangle\big)\), with \(\hbar\dot\theta=-E_j\) to leading order. Insert this in the Schrödinger equation and project on \(|l\rangle\). The term in \(\dot a_l\) is of higher order, and what remains is

\[
E_ja_l+i\hbar\dot\lambda\langle l|\partial_\lambda j\rangle=E_la_l
\quad\Rightarrow\quad
a_l=\frac{i\hbar\dot\lambda\,\langle l|\partial_\lambda j\rangle}{E_l-E_j}.
\]

The velocity operator is \(v=\hbar^{-1}\partial_kH_k\). Differentiating \(H_k|j\rangle=E_j|j\rangle\) with respect to \(k\) and projecting on \(|j\rangle\) gives the group velocity,

\[
v_j\equiv\langle j|v|j\rangle=\frac1\hbar\frac{dE_j}{dk}.
\]

Projecting instead on \(|l\rangle\), with \(l\neq j\), and taking the complex conjugate gives

\[
\langle j|v|l\rangle=\frac{E_j-E_l}{\hbar}\,\langle\partial_k j|l\rangle .
\]

The first-order change of the mean velocity is therefore

\[
\delta v=2\,{\rm Re}\sum_{l\ne j}\langle j|v|l\rangle a_l
=2\dot\lambda\,{\rm Re}\Big[-i\sum_{l\neq j}\langle\partial_kj|l\rangle\langle l|\partial_\lambda j\rangle\Big]
=2\dot\lambda\,{\rm Im}\,\langle\partial_kj|\partial_\lambda j\rangle .
\]

In the last step the term \(l=j\) was added to complete the sum. It is a product of two imaginary numbers, hence real, and does not affect the imaginary part.

In the moving frame the changing parameter is \(\kappa\) itself. Then \(\delta v=2\dot\kappa\,{\rm Im}\langle\partial_\kappa j|\partial_\kappa j\rangle=0\), because a norm is real. So

\[
\langle v\rangle=\dot X+v_j(\kappa)+\text{corrections}.
\]

The leading corrections are quadratic in \(\ddot X\) or linear in \(\dddot X\). For a fixed shape of the slide these scale as \(T^{-4}\) and \(T^{-3}\). Integrated over the time \(T\), they contribute at most of order \(T^{-2}\) to \(N\), which vanishes in the adiabatic limit.

**Summing over the zone.** At a given time all \(\kappa\) are displaced from \(k\) by the same amount, so a full zone remains a full zone. The band energy has period \(b\), hence

\[
\int_{\rm zone}\frac{dk}{2\pi}\,v_j(\kappa)=\frac{E_j(\kappa_0+b)-E_j(\kappa_0)}{2\pi\hbar}=0 ,
\]

where \(\kappa_0\) is the lower end of the displaced zone. What remains is

\[
J_j=\dot X\,\frac{b}{2\pi}=\frac{\dot X}{a},\qquad
N=\sum_{j=1}^n\int_0^T\frac{\dot X}{a}\,dt=n .
\]

A full band is carried along with the potential because it has no current relative to it. A partly filled band does not have this property: the shift in \(\kappa\) displaces its occupied interval, and the velocities \(v_j(\kappa)\) then need not cancel.

The gap matters too. If \(V_0=0\), there is no force and each electron keeps its velocity \(\hbar k/m\), so the initial current, which is zero, persists and nothing is pumped. The limit \(T\to\infty\) has to be taken at fixed \(V_0\neq0\).

### (c) Berry curvature and Chern number

In the laboratory frame \(k\) is fixed and the parameter is \(X\). The formula for \(\delta v\) with \(\lambda=X\) gives

\[
\langle v\rangle=v_j(k)+\dot X\,\Omega_j,\qquad \Omega_j=2\,{\rm Im}\,\langle\partial_ku|\partial_Xu\rangle .
\]

This \(\Omega_j\) is the Berry curvature. With \(A_\mu=i\langle u|\partial_\mu u\rangle\), the terms containing second derivatives cancel, and

\[
\partial_XA_k-\partial_kA_X=i\big(\langle\partial_Xu|\partial_ku\rangle-\langle\partial_ku|\partial_Xu\rangle\big)=2\,{\rm Im}\,\langle\partial_ku|\partial_Xu\rangle .
\]

The order \((X,k)\) fixes the sign; the opposite order reverses it.

For a sliding potential the eigenstates slide as well, so one may take \(u(x;k,X)=u_0(x-X;k)\). Then \(A_k\) does not depend on \(X\). Moreover \(\partial_Xu=-\partial_xu=-(i/\hbar)\,p\,u\), which gives

\[
A_X=\frac{\langle u|p|u\rangle}{\hbar}=\frac{m v_j(k)}{\hbar}-k ,
\]

because \(\langle p\rangle+\hbar k=mv_j\). With the band mass defined by \(1/m^*=\hbar^{-1}dv_j/dk\),

\[
\Omega_j=-\partial_kA_X=1-\frac{m}{\hbar}\frac{dv_j}{dk}=1-\frac{m}{m^*}.
\]

Part (b) gives the same thing: \(\dot X+v_j(k-m\dot X/\hbar)\), expanded to first order in \(\dot X\), is \(v_j(k)+\dot X(1-m/m^*)\).

The Chern number is the integral of \(\Omega_j\) over one zone and one period, divided by \(2\pi\). The velocity \(v_j\) returns to its value across the zone, while \(k\) advances by \(b\):

\[
C_j=\frac1{2\pi}\int_0^a dX\int_{\rm zone}dk\,\Omega_j
=\frac{a}{2\pi}\Big[k-\frac{m v_j(k)}{\hbar}\Big]_{k_0}^{k_0+b}
=\frac{ab}{2\pi}=1 .
\]

Using the phase \(\varphi=2\pi X/a\) instead of \(X\) changes nothing, since \(\Omega\,dX\) keeps its value under a change of variable. The term \(v_j(k)\) again integrates to zero, and the number transported is

\[
N=\sum_{j=1}^n\int_0^T dt\int_{\rm zone}\frac{dk}{2\pi}\,\dot X\,\Omega_j=\sum_{j=1}^nC_j=n .
\]

The curvature can also be written as a sum over the other bands. Put \(\langle l|\partial_Xj\rangle=-(i/\hbar)p_{lj}\) into \(a_l\), and use \(\langle j|v|l\rangle=p_{jl}/m\):

\[
\Omega_j=\frac2m\sum_{l\neq j}\frac{|p_{lj}|^2}{E_l-E_j}.
\]

Exchanging \(j\) and \(l\) reverses the sign of a term. Contributions from pairs of filled bands therefore cancel in the total, and only transitions to empty bands remain. The gap above band \(n\) is the one that protects the total.

### (d) Two filled bands at finite speed

Diagonalizing \(H_k\) in 17 plane waves for the free-electron mass gives these bands:

- band 1 from \(-0.890\) to \(-0.865\) eV, with a gap of 1.810 eV above it;
- band 2 from 0.945 to 1.289 eV, with a gap of 0.874 eV above it.

The curvature, computed from the matrix elements of \(\partial_XH\) and \(\partial_kH\), is far from uniform in band 2:

| \(k\) | \(\Omega_1\) | \(\Omega_2\) |
|---|---|---|
| \(0\) | 0.843 | 4.666 |
| \(\pi/2a\) | 0.994 | 0.246 |
| \(\pi/a\) | 1.171 | \(-0.595\) |

In band 1 no term of the sum over bands is negative, since \(E_l>E_1\) for all other bands. In band 2 the term from band 1 is negative, and at \(k=\pi/a\) it outweighs the others: such an electron responds against the motion of the potential. Yet the average of \(\Omega\) over 200 points of the zone is 1.000 for each band.

For the time-dependent calculation the displacement follows

\[
\dot X=\frac{8a}{3T}\sin^4\frac{\pi t}{T}.
\]

The Schrödinger equation was integrated in the laboratory frame for 24 values of \(k\) in each filled band. The table gives the number pumped from the cell-averaged current, the number through the plane \(x=0.3a\), and the probability \(P\) that an electron ends outside the two filled bands.

| \(T\) (fs) | cell average | plane | \(P\) |
|---|---|---|---|
| 1 | 0.190 | 0.011 | 0.29 |
| 5 | 1.984 | 1.965 | 0.27 |
| 20 | 2.0001 | 1.9995 | \(1.4\times10^{-4}\) |
| 100 | 2.0000 | 2.0000 | 0 within rounding |

The last digit of the two counts at 20 fs is uncertain by one unit, owing to the finite time step.

A rough measure of slowness is the inertial energy \(m|\ddot X|a\) compared with the gap above the filled bands. Its largest value for \(T=100\) fs is 0.0062 eV, or \(0.0062/0.874\approx0.7\%\) of the gap. It scales as \(T^{-2}\). At 20 fs it is \(25\times0.0062\approx0.15\) eV, still below the gap; at 5 fs it is \(400\times0.0062\approx2.5\) eV, well above it. Being below the gap is not sufficient: at 10 fs the inertial energy is about 0.62 eV, yet the number pumped is 2.13 and \(P\approx0.05\). Nor does the ratio carry over to other potentials: for \(V_0=0.5\) eV, where the gap above band 2 is 0.079 eV, a 66 fs slide has the same ratio as the 20 fs slide here but pumps 2.17 electrons.

In the fastest slide most of the charge is left behind, and the two counts differ because the density has not returned to its initial form. The 5 fs slide shows that a number close to 2 does not prove that the electrons followed their bands: the probability of ending outside the two filled bands is 0.27, so at least about a quarter of them did not.

Halfway through the 100 fs slide the potential moves at

\[
\dot X=\frac{8}{3}\,\frac{1\ \text{nm}}{100\ \text{fs}}=0.02667\ \text{nm/fs},
\]

and \(m\dot X/\hbar=0.230\ \text{nm}^{-1}\). For \(k=0.131\ \text{nm}^{-1}\), the computed velocities are 0.02487 nm/fs in band 1 and 0.06892 nm/fs in band 2. The law \(\dot X+v_j(\kappa)\) gives 0.02486 and 0.06861 nm/fs. The largest deviation among all the states followed is \(3.1\times10^{-4}\) nm/fs, about 1.2% of \(\dot X\). The individual velocities differ widely, but their mean is 0.02670 nm/fs, within 0.2% of the sliding speed.

Two electrons in 100 fs correspond to a mean electric current of magnitude

\[
\frac{2e}{100\ \text{fs}}=3.20\ \mu\text{A},
\]

directed against the sliding, since the electron charge is negative. If both spin states are filled in the same way, the number of electrons and the current are doubled.
